# PAW logarithmic derivative with two reference energies: order of the error: a numerical check

```python
# PAW logarithmic derivative with two reference energies e1, e2 (Hartree atomic units).
# Result under test: if the dual projectors p_i span chi_i = (e_i - T - vs) phis_i, then
#   Lpaw(e) - L(e) = (e-e1)^2 (e-e2)^2 g(e),  g finite at e1, e2 but not constant, and
#   (Lpaw-L)/2 = a_e(eta,eta) + <delta|vs-v|delta> + 2 sum_i c_i (e-e_i) <delta|phi_i-phis_i>.
# Symbols: L = u'(rc)/u(rc), all solutions scaled to 1 at rc; v = -Z/r; vs smooth potential;
# phi_i, phis_i all-electron and smooth partial waves; Q, D overlap and Hamiltonian differences;
# K = D - eQ; B_ji = <phis_j|chi_i>; c_i = <p_i|us>; delta = us - sum c phis;
# eta = delta + sum c phi - u; a_e(f,g) = <f'|g'>/2 + <f|l(l+1)/2r^2 + v - e|g>.
# Functions are power series in x = r/rc; integrals run over [0, rc].
import numpy as np
from numpy.polynomial import chebyshev as cheb
from mpmath import mp, mpf, matrix, lu_solve, det, hyp1f1, hyperu, sqrt, log10, exp, quad, inf
from scipy.constants import physical_constants

mp.dps = 40
N = 90
HA_EV = physical_constants['Hartree energy in eV'][0]


def comb(*pairs):
    return [sum(c * f[n] for c, f in pairs) for n in range(N)]


def conv(f, g):
    out = {}
    nz = [(n, b) for n, b in enumerate(g) if b]
    for m, a in enumerate(f):
        if a:
            for n, b in nz:
                out[m + n] = out.get(m + n, 0) + a * b
    return out


class Channel:
    def __init__(s, Z, l, rc, es):
        s.Z, s.l, s.rc, s.es = mpf(Z), l, mpf(rc), [mpf(e) for e in es]
        s.n = n = len(es)
        s.v = {-1: -s.Z / s.rc}
        s.vs = {0: -3 * s.Z / (2 * s.rc), 2: s.Z / (2 * s.rc)}
        s.phi = [s.ae(e) for e in s.es]
        s.phis = [s.smooth(f) for f in s.phi]
        s.chi = [comb((-1, s.apply(f, s.vs, e))) for f, e in zip(s.phis, s.es)]
        s.Q, s.D, s.B = matrix(n, n), matrix(n, n), matrix(n, n)
        for i in range(n):
            for j in range(n):
                s.Q[i, j] = s.dot(s.phi[i], s.phi[j]) - s.dot(s.phis[i], s.phis[j])
                s.D[i, j] = s.form(s.phi[i], s.phi[j], s.v) - s.form(s.phis[i], s.phis[j], s.vs)
                s.B[i, j] = s.dot(s.phis[i], s.chi[j])
        s.p = s.dual(s.chi)

    def series(s, V, e, lead, src=None):
        A = [mpf(0)] * N
        A[s.l + 1] = mpf(lead)
        for n in range(s.l + 2, N):
            t = -e * A[n - 2] + sum(c * A[n - 2 - k] for k, c in V.items() if n - 2 - k >= 0)
            if src:
                t -= src[n - 2]
            A[n] = 2 * s.rc**2 * t / (n * (n - 1) - s.l * (s.l + 1))
        return A

    def apply(s, f, V, e):
        out = []
        for m in range(N):
            t = -e * f[m] + sum(c * f[m - k] for k, c in V.items() if 0 <= m - k < N)
            if m + 2 < N:
                t -= ((m + 2) * (m + 1) - s.l * (s.l + 1)) * f[m + 2] / (2 * s.rc**2)
            out.append(t)
        return out

    def ae(s, e):
        A = s.series(s.v, e, 1)
        return comb((1 / sum(A), A))

    def smooth(s, f):
        pw = [s.l + 1, s.l + 3, s.l + 5]
        wt = [lambda n: 1, lambda n: n, lambda n: n * (n - 1)]
        c = lu_solve(matrix([[w(n) for n in pw] for w in wt]),
                     matrix([sum(w(n) * a for n, a in enumerate(f)) for w in wt]))
        A = [mpf(0)] * N
        for k, n in enumerate(pw):
            A[n] = c[k]
        return A

    def dot(s, f, g, V=None):
        cv = conv(f, g)
        return s.rc * sum(c * sum(a / (m + k + 1) for m, a in cv.items())
                          for k, c in (V or {0: 1}).items())

    def form(s, f, g, V):
        df, dg = [n * a for n, a in enumerate(f)], [n * a for n, a in enumerate(g)]
        kin = sum(a / (m - 1) for m, a in conv(df, dg).items()) / (2 * s.rc)
        W = dict(V)
        if s.l:
            W[-2] = mpf(s.l * (s.l + 1)) / (2 * s.rc**2)
        return kin + s.dot(f, g, W)

    def dual(s, shapes):
        X = matrix([[s.dot(f, h) for h in shapes] for f in s.phis]) ** -1
        return [comb(*[(X[i, k], shapes[i]) for i in range(s.n)]) for k in range(s.n)]

    def K(s, e):
        return s.D - e * s.Q

    def system(s, e, p=None, K=None):
        p, Km = p or s.p, (K or s.K)(e)
        basis = [s.series(s.vs, e, 1)] + [s.series(s.vs, e, 0, q) for q in p]
        KP = Km * matrix([[s.dot(q, b) for b in basis] for q in p])
        M = matrix(s.n + 1, s.n + 1)
        for m, b in enumerate(basis):
            for j in range(s.n):
                M[j, m] = KP[j, m] + (1 if m == j + 1 else 0)
            M[s.n, m] = sum(b)
        return M, basis

    def paw(s, e, p=None, K=None):
        M, basis = s.system(e, p, K)
        co = lu_solve(M, matrix([0] * s.n + [1]))
        return comb(*[(co[m], b) for m, b in enumerate(basis)])

    def logd(s, f):
        return sum(n * a for n, a in enumerate(f)) / (s.rc * sum(f))

    def dL(s, e, p=None, K=None):
        return s.logd(s.paw(e, p, K)) - s.logd(s.ae(e))

    def parts(s, e):
        us = s.paw(e)
        c = [s.dot(q, us) for q in s.p]
        delta = comb((1, us), *[(-c[i], s.phis[i]) for i in range(s.n)])
        eta = comb((1, delta), (-1, s.ae(e)), *[(c[i], s.phi[i]) for i in range(s.n)])
        return delta, eta, [c[i] * (e - s.es[i]) for i in range(s.n)]

    def terms(s, e, delta, eta, wts):
        t1 = s.form(eta, eta, s.v) - e * s.dot(eta, eta)
        t2 = s.dot(delta, delta, s.vs) - s.dot(delta, delta, s.v)
        t3 = 2 * sum(wts[i] * (s.dot(delta, s.phi[i]) - s.dot(delta, s.phis[i])) for i in range(s.n))
        return 2 * t1, 2 * t2, 2 * t3


def slope(f, e, h=mpf('1e-10')):
    return (f(e + h) - f(e - h)) / (2 * h)


def order(f, e):
    return log10(abs(f(e + mpf('1e-4')) / f(e + mpf('1e-5'))))


def coulomb_logd(ch, e, outer=False):
    k = sqrt(-2 * mp.mpc(e)) if e > 0 else sqrt(-2 * e)
    a, b, z = ch.l + 1 - ch.Z / k, 2 * ch.l + 2, 2 * k * ch.rc
    if outer:
        ratio = -a * hyperu(a + 1, b + 1, z) / hyperu(a, b, z)
    else:
        ratio = a / b * hyp1f1(a + 1, b + 1, z) / hyp1f1(a, b, z)
    return mp.re((ch.l + 1) / ch.rc - k + 2 * k * ratio)


def collocation_logd(ch, e, n=28):
    rc = float(ch.rc)
    t = np.cos(np.pi * np.arange(1, n - 1) / (n - 1))
    tg, wg = np.polynomial.legendre.leggauss(60)
    pv = lambda f, tt: np.polynomial.polynomial.polyval((tt + 1) / 2, [float(a) for a in f[:14]])
    x = (t + 1) / 2
    pot = float(ch.vs[0]) + float(ch.vs[2]) * x**2 + ch.l * (ch.l + 1) / (2 * (rc * x)**2) - float(e)
    A = -0.5 * (2 / rc)**2 * cheb.chebvander(t, n - 3) @ cheb.chebder(np.eye(n), 2)
    A = A + pot[:, None] * cheb.chebvander(t, n - 1)
    proj = np.array([(pv(q, tg) * wg * rc / 2) @ cheb.chebvander(tg, n - 1) for q in ch.p])
    Km = np.array(ch.K(e).tolist(), dtype=float)
    A = A + np.array([pv(q, t) for q in ch.p]).T @ Km @ proj
    A = np.vstack([A, (-1.0)**np.arange(n), np.ones(n)])
    co = np.linalg.solve(A, np.r_[np.zeros(n - 1), 1.0])
    return 2 / rc * co @ np.arange(n)**2


def theorem_tests(ch):
    res = []
    for i in range(2):
        for j in range(2):
            direct = (ch.dot(ch.phi[i], ch.apply(ch.phi[j], ch.v, 0))
                      - ch.dot(ch.phis[i], ch.apply(ch.phis[j], ch.vs, 0)))
            assert abs(direct - ch.D[i, j]) < 1e-25
            assert abs(ch.K(ch.es[j])[i, j] - ch.B[i, j]) < 1e-25
    for e in (mpf('-1.7'), mpf('-0.6'), mpf('0.1')):
        u, us = ch.ae(e), ch.paw(e)
        assert abs(ch.logd(u) - coulomb_logd(ch, e)) < 1e-22
        c = matrix([ch.dot(q, us) for q in ch.p])
        sa = slope(lambda t: ch.logd(ch.ae(t)), e)
        sp = slope(lambda t: ch.logd(ch.paw(t)), e)
        assert abs(sa + 2 * ch.dot(u, u)) < 1e-14 * abs(sa)
        assert abs(sp + 2 * (ch.dot(us, us) + (c.T * ch.Q * c)[0])) < 1e-14 * (1 + abs(sp))
        assert abs(sum(ch.terms(e, *ch.parts(e))) - ch.dL(e)) < 1e-22
    h = mpf('1e-6')
    for e in ch.es:
        val, sl, od = ch.dL(e), slope(ch.dL, e), order(ch.dL, e)
        assert abs(val) < 1e-22 and abs(sl) < 1e-16 and abs(od - 2) < 1e-2
        norm = lambda t: sqrt(ch.dot(ch.parts(t)[0], ch.parts(t)[0]))
        assert abs(order(norm, e) - 1) < 1e-2
        (d1, n1, w1), (d0, n0, w0) = ch.parts(e + h), ch.parts(e - h)
        k = 1 / (2 * h)
        formula = sum(ch.terms(e, comb((k, d1), (-k, d0)), comb((k, n1), (-k, n0)),
                               [k * (a - b) for a, b in zip(w1, w0)]))
        curv = (ch.dL(e + h) + ch.dL(e - h)) / (2 * h * h)
        assert abs(formula - curv) < 1e-8 * abs(curv)
        res.append((val, sl, od, curv / (ch.es[0] - ch.es[1])**2))
    return res


def roots(f, lo=-6.0, hi=4.0, step=0.125):
    out, grid = [], [mpf(x) + mpf('0.01') for x in np.arange(lo, hi, step)]
    vals = [f(x) for x in grid]
    for a, b, fa, fb in zip(grid, grid[1:], vals, vals[1:]):
        if fa * fb < 0:
            for _ in range(22):
                m = (a + b) / 2
                if f(m) * fa > 0:
                    a = m
                else:
                    b = m
            out.append((a + b) / 2)
    return ', '.join('%.4f' % r for r in out) or 'none'


ch = Channel(3, 0, '1.5', ['-1.125', '0.375'])
e1, e2 = ch.es
print('Z = %g, l = %d, rc = %.2f bohr, e1 = %.3f Ha, e2 = %.3f Ha' % (ch.Z, ch.l, ch.rc, e1, e2))
print('vs = %.4f + %.4f x^2 Ha, x = r/rc' % (ch.vs[0], ch.vs[2]))
res = theorem_tests(ch)
for i, e in enumerate(ch.es):
    f = ch.phis[i]
    print('phis_%d = %.6f x + %.6f x^3 + %.6f x^5' % (i + 1, f[1], f[3], f[5]))
    print('L(e%d) = %.6f 1/bohr, dL/de = %.6f 1/(bohr Ha)'
          % (i + 1, ch.logd(ch.phi[i]), slope(lambda t: ch.logd(ch.ae(t)), e)))
    print('<phi|phi> = %.6f, <phis|phis> = %.6f bohr' % (ch.dot(ch.phi[i], ch.phi[i]), ch.dot(f, f)))
    print('value error %.1e 1/bohr, slope error %.1e 1/(bohr Ha), order %.4f' % tuple(res[i][:3]))
    print('g(e%d) = %.5e 1/(bohr Ha^4), det M = %.4e' % (i + 1, res[i][3], det(ch.system(e)[0])))
print('Q11, Q12, Q22 = %.6f, %.6f, %.6f bohr' % (ch.Q[0, 0], ch.Q[0, 1], ch.Q[1, 1]))
print('D11, D12, D22 = %.6f, %.6f, %.6f Ha bohr' % (ch.D[0, 0], ch.D[0, 1], ch.D[1, 1]))
print('B11, B12, B21, B22 = %.6f, %.6f, %.6f, %.6f Ha bohr'
      % (ch.B[0, 0], ch.B[0, 1], ch.B[1, 0], ch.B[1, 1]))
O = matrix([[ch.dot(a, b) for b in ch.p] for a in ch.p])
sev = np.sort(np.linalg.eigvals(np.eye(2) + np.array((ch.Q * O).tolist(), dtype=float)).real)
print('eigenvalues of S on projector span: %.4f, %.4f' % tuple(sev))

print('e (Ha); L, Lpaw-L (1/bohr); g (1/(bohr Ha^4)); eta, potential, cross terms (1/bohr)')
gs, worst = [], 0.0
for txt in ('-2', '-1.5', '-0.75', '-0.5', '-0.375', '0', '0.75', '1.25', '1.75'):
    e = mpf(txt)
    d, tt = ch.dL(e), ch.terms(e, *ch.parts(e))
    assert abs(sum(tt) - d) < 1e-22 * (1 + abs(d))
    Lp = float(ch.logd(ch.paw(e)))
    dev = abs(collocation_logd(ch, e) - Lp) / (1 + abs(Lp))
    assert dev < 1e-7
    worst = max(worst, dev)
    gs.append(d / ((e - e1) * (e - e2))**2)
    print('%6.3f %9.5f %11.4e %11.4e | %10.3e %10.3e %10.3e' % ((e, ch.logd(ch.ae(e)), d, gs[-1]) + tt))
spread = max(abs(g) for g in gs) / min(abs(g) for g in gs)
assert spread > 1.1
print('max|g|/min|g| over table = %.3f; collocation deviation %.1e' % (spread, worst))
print('poles of L in [-6,4] Ha: ' + roots(lambda t: sum(ch.series(ch.v, t, 1))))
print('zeros of det M in [-6,4] Ha: ' + roots(lambda t: det(ch.system(t)[0])))

# dual projectors outside the span of chi
shapes = []
for k in (1, 3):
    A = [mpf(0)] * N
    A[k], A[k + 2], A[k + 4] = mpf(1), mpf(-2), mpf(1)
    shapes.append(A)
alt = ch.dual(shapes)
for i, e in enumerate(ch.es):
    rho = comb((-1, ch.chi[i]), (ch.B[0, i], alt[0]), (ch.B[1, i], alt[1]))
    d = ch.dL(e, p=alt)
    assert abs(d + 2 * ch.dot(comb((1, ch.phis[i]), (-1, ch.paw(e, p=alt))), rho)) < 1e-22
    assert abs(d) > 1e-8
    print('off-span projectors: value error at e%d = %.4e 1/bohr' % (i + 1, d))

# diagonal overlap correction removed
Kdiag = lambda t: ch.K(t) + matrix([[(t - e1) * ch.Q[0, 0], 0], [0, (t - e2) * ch.Q[1, 1]]])
for i, e in enumerate(ch.es):
    sl = slope(lambda t: ch.dL(t, K=Kdiag), e)
    assert abs(ch.dL(e, K=Kdiag)) < 1e-22 and abs(sl - 2 * ch.Q[i, i]) < 1e-14
    print('no diagonal Q: slope error at e%d = %.6f 1/(bohr Ha)' % (i + 1, sl))

# off-diagonal element frozen at e1
Koff = lambda t: ch.K(t) + (t - e1) * ch.Q[0, 1] * matrix([[0, 1], [1, 0]])
d = ch.dL(e2, K=Koff)
zeta = comb((1, ch.phis[1]), (-1, ch.paw(e2, K=Koff)))
assert abs(ch.dL(e1, K=Koff)) < 1e-22 and abs(d) > 1e-10
assert abs(d + 2 * (e2 - e1) * ch.Q[0, 1] * ch.dot(zeta, ch.p[0])) < 1e-22
print('frozen K12: value error at e2 = %.4e 1/bohr' % d)

# one reference energy
one = Channel(3, 0, '1.5', ['-1.125'])
od = order(one.dL, e1)
assert abs(od - 2) < 1e-2 and abs(one.dL(e2)) > 1e-8
print('one reference: order at e1 %.4f' % od)
print('one reference: error %.4e at -0.5 Ha, %.4e at e2 (1/bohr)' % (one.dL(mpf('-0.5')), one.dL(e2)))

# 3s level: PAW inner solution matched to the decaying Coulomb solution
E = -ch.Z**2 / 18
raw = lambda r: r * (1 - 2 * ch.Z * r / 3 + 2 * (ch.Z * r)**2 / 27) * exp(-ch.Z * r / 3)
u2 = raw(ch.rc)**2 / quad(lambda r: raw(r)**2, [0, 2, 8, inf])
pred = u2 * ch.dL(E) / 2
mis = lambda t: ch.logd(ch.paw(t)) - coulomb_logd(ch, t, outer=True)
a, b = E + pred, E + pred * mpf('1.01')
fa, fb = mis(a), mis(b)
for _ in range(12):
    if abs(fb) < 1e-25:
        break
    a, fa, b = b, fb, b - fb * (b - a) / (fb - fa)
    fb = mis(b)
assert abs(fb) < 1e-20
assert abs(b - E - pred) < 30 * pred**2   # neglected term is second order in the shift
print('3s level E = %.4f Ha, u_E(rc)^2 = %.6f 1/bohr' % (E, u2))
print('first-order shift = %.5e Ha' % pred)
print('PAW 3s shift = %.5e Ha = %.4f meV' % (b - E, (b - E) * HA_EV * 1000))

chp = Channel(3, 1, '1.5', ['-1.125', '-0.25'])
rp = theorem_tests(chp)
print('l = 1 check, e1 = %.3f, e2 = %.3f Ha: orders %.4f, %.4f' % (chp.es[0], chp.es[1], rp[0][2], rp[1][2]))
print('l = 1 check: g(e1) = %.4e, g(e2) = %.4e 1/(bohr Ha^4)' % (rp[0][3], rp[1][3]))
print('PASS')
```

Output:

```
Z = 3, l = 0, rc = 1.50 bohr, e1 = -1.125 Ha, e2 = 0.375 Ha
vs = -3.0000 + 1.0000 x^2 Ha, x = r/rc
phis_1 = 0.901563 x + 0.421875 x^3 + -0.323437 x^5
L(e1) = 0.366667 1/bohr, dL/de = -0.974878 1/(bohr Ha)
<phi|phi> = 0.487439, <phis|phis> = 0.516565 bohr
value error 2.0e-37 1/bohr, slope error 5.5e-23 1/(bohr Ha), order 2.0000
g(e1) = -3.27778e-03 1/(bohr Ha^4), det M = 2.2933e-01
phis_2 = 2.979066 x + -2.063844 x^3 + 0.084778 x^5
L(e2) = -1.859050 1/bohr, dL/de = -2.392105 1/(bohr Ha)
<phi|phi> = 1.196053, <phis|phis> = 1.712057 bohr
value error -4.9e-38 1/bohr, slope error -7.8e-22 1/(bohr Ha), order 2.0001
g(e2) = -1.28702e-02 1/(bohr Ha^4), det M = 6.0474e-02
Q11, Q12, Q22 = -0.029125, -0.156640, -0.516005 bohr
D11, D12, D22 = 0.531663, 1.215392, 2.540371 Ha bohr
B11, B12, B21, B22 = 0.498897, 1.274132, 1.039172, 2.733872 Ha bohr
eigenvalues of S on projector span: 0.2982, 1.3152
e (Ha); L, Lpaw-L (1/bohr); g (1/(bohr Ha^4)); eta, potential, cross terms (1/bohr)
-2.000   1.10749 -9.5148e-03 -2.2032e-03 | -1.159e-02  4.971e-04  1.578e-03
-1.500   0.70855 -1.3269e-03 -2.6839e-03 | -1.714e-03  9.496e-05  2.919e-04
-0.750  -0.02882 -7.4703e-04 -4.1973e-03 | -1.075e-03  8.348e-05  2.442e-04
-0.500  -0.33333 -1.5244e-03 -5.0970e-03 | -2.290e-03  1.975e-04  5.677e-04
-0.375  -0.50133 -1.7948e-03 -5.6726e-03 | -2.759e-03  2.505e-04  7.139e-04
 0.000  -1.08893 -1.4570e-03 -8.1861e-03 | -2.422e-03  2.558e-04  7.097e-04
 0.750  -2.94488 -1.1306e-02 -2.2868e-02 | -2.339e-02  3.334e-03  8.749e-03
 1.250  -5.47826 -2.9811e-01 -6.9029e-02 | -7.972e-01  1.416e-01  3.574e-01
 1.750 -12.49824 -1.1892e+01 -7.6099e-01 | -7.663e+01  1.891e+01  4.583e+01
max|g|/min|g| over table = 345.399; collocation deviation 1.6e-13
poles of L in [-6,4] Ha: -4.4298, 2.2726
zeros of det M in [-6,4] Ha: 1.8835, 3.8819
off-span projectors: value error at e1 = -2.9432e-02 1/bohr
off-span projectors: value error at e2 = 3.0142e-01 1/bohr
no diagonal Q: slope error at e1 = -0.058251 1/(bohr Ha)
no diagonal Q: slope error at e2 = -1.032009 1/(bohr Ha)
frozen K12: value error at e2 = -3.4727e-01 1/bohr
one reference: order at e1 2.0000
one reference: error -6.0302e-02 at -0.5 Ha, -1.3559e+00 at e2 (1/bohr)
3s level E = -0.5000 Ha, u_E(rc)^2 = 0.112021 1/bohr
first-order shift = -8.53814e-05 Ha
PAW 3s shift = -8.53624e-05 Ha = -2.3228 meV
l = 1 check, e1 = -1.125, e2 = -0.250 Ha: orders 2.0000, 2.0002
l = 1 check: g(e1) = 5.9046e-04, g(e2) = 3.1131e-03 1/(bohr Ha^4)
PASS
```
